# Split-off Auger activation energy for a 0.8 eV gap: a program that tests the result

```python
# Result under test: activation energy of the split-off (CHHS) Auger process,
#   Ea = ms*(Eg - Delta)/(2*mh + mc - ms),  for Eg > Delta and 2*mh + mc > ms,
# and Ea = Delta - Eg for Eg < Delta.
# Eg: gap, Delta: spin-orbit splitting (eV); mc, mh, ms: conduction, heavy-hole
# and split-off masses in free-electron masses. Wavevectors are in 1/nm.
# Ea is the least kinetic energy of one electron and two heavy holes that
# satisfies energy and momentum conservation in isotropic parabolic bands.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize, brentq
from scipy.special import expit

gap, split = 0.8, 0.35
mc, mh, ms = 0.045, 0.45, 0.15
temperature = 300.0
kb = const.k / const.e
kt = kb * temperature
unit = const.hbar**2 / (2 * const.m_e) / const.e * 1e18  # eV nm^2
total_mass = 2 * mh + mc
excess = gap - split


def activation(eg, delta, m_c, m_h, m_s):
    if eg < delta:
        return delta - eg
    return m_s * (eg - delta) / (2 * m_h + m_c - m_s)


ea = activation(gap, split, mc, mh, ms)
rng = np.random.default_rng(12)
masses = np.repeat([mc, mh, mh], 3)
signs = np.array([-1.0, 1.0, 1.0])


def numerical_threshold(d):
    """Minimise kinetic energy over nine components under conservation."""
    def kinetic(k):
        return unit * np.sum(k**2 / masses)

    def kinetic_grad(k):
        return 2 * unit * k / masses

    def final_k(k):
        return signs @ k.reshape(3, 3)

    def mismatch(k):
        return d + kinetic(k) - unit * np.sum(final_k(k)**2) / ms

    def mismatch_grad(k):
        return kinetic_grad(k) - 2 * unit * np.outer(signs, final_k(k)).ravel() / ms

    best = None
    for _ in range(12):
        start = rng.normal(size=9) * np.sqrt(masses)
        res = minimize(kinetic, start, jac=kinetic_grad, method="SLSQP",
                       constraints={"type": "eq", "fun": mismatch,
                                    "jac": mismatch_grad},
                       options={"ftol": 1e-13, "maxiter": 500})
        if abs(mismatch(res.x)) < 1e-7 and (best is None or res.fun < best.fun):
            best = res
    assert best is not None
    return best.fun, best.x.reshape(3, 3)


ea_num, k_num = numerical_threshold(excess)
assert abs(ea_num - ea) < 1e-6
ks_vector = signs @ k_num
ks = np.linalg.norm(ks_vector)
expected = np.outer(signs * np.array([mc, mh, mh]) / total_mass, ks_vector)
assert np.max(np.abs(k_num - expected)) < 5e-3 * ks
small_gap = 0.30
ea_small_num, _ = numerical_threshold(small_gap - split)
assert abs(ea_small_num - activation(small_gap, split, mc, mh, ms)) < 1e-5

# Thermal carrier triples: density of energy mismatch at zero, and lower bound.
samples, chunks, half_width = 1_000_000, 4, 0.010
hits, lowest = 0, np.inf
for _ in range(chunks):
    kinetic_sum = np.zeros(samples)
    final = np.zeros((samples, 3))
    for mass, sign in zip((mc, mh, mh), signs):
        k = rng.normal(size=(samples, 3)) * np.sqrt(mass * kt / (2 * unit))
        kinetic_sum += unit * np.sum(k**2, axis=1) / mass
        final += sign * k
    split_energy = unit * np.sum(final**2, axis=1) / ms
    hits += np.count_nonzero(np.abs(excess + kinetic_sum - split_energy) < half_width)
    ok = split_energy > kinetic_sum
    # Common scaling of all wavevectors makes each allowed triple conserve energy.
    cost = excess * kinetic_sum[ok] / (split_energy[ok] - kinetic_sum[ok])
    lowest = min(lowest, cost.min())
density_mc = hits / (samples * chunks * 2 * half_width)
assert lowest >= ea * (1 - 1e-10)
assert lowest < 1.05 * ea


def thermal_density(beta, power=0):
    """Normalised phase-space integral; squared matrix element ~ W**power."""
    ratio = total_mass / ms - 1

    def integrand(u):
        w = u / beta
        x = (excess + w) / ratio
        g_internal = 0.5 * u**2 * np.exp(-u)
        g_total = 2 * beta * np.sqrt(beta * x / np.pi) * np.exp(-beta * x)
        return w**power * g_internal * g_total / ratio

    return quad(integrand, 0, 60, epsabs=0, epsrel=1e-10, limit=200)[0]


def arrhenius_slope(temp, power):
    beta = 1 / (kb * temp)
    h = 1e-3
    up = np.log(thermal_density(beta * (1 + h), power))
    down = np.log(thermal_density(beta * (1 - h), power))
    return -(up - down) / (2 * h * beta)


density_quad = thermal_density(1 / kt)
assert abs(density_mc / density_quad - 1) < 0.03  # sampling error is below 1 %
for power in (0, 1, 2):
    cold = 30.0
    inferred = arrhenius_slope(cold, power) - (power - 1.5) * kb * cold
    assert abs(inferred - ea) < 1e-4  # remainder is of order (kT)^2/excess

# Nonparabolic split-off band: conduction, light-hole, split-off k.p model.
# Diagonal remote-band term is set so that the split-off edge mass equals ms.
kane_energy = 3 * (1 / mc - 1) / (2 / gap + 1 / (gap + split))
remote = kane_energy / (3 * (gap + split)) - 1 / ms


def kp_bands(k):
    pk = np.sqrt(kane_energy * unit) * k
    t = unit * k**2
    a, b = np.sqrt(2 / 3) * pk, np.sqrt(1 / 3) * pk
    return np.linalg.eigvalsh(np.array([[gap + t, a, b],
                                        [a, remote * t, 0.0],
                                        [b, 0.0, -split + remote * t]]))


k_test = 0.02
edge = kp_bands(k_test)
assert abs((-split - edge[0]) * ms / (unit * k_test**2) - 1) < 0.01
assert abs((edge[2] - gap) * mc / (unit * k_test**2) - 1) < 0.01
k_kp = brentq(lambda k: -kp_bands(k)[0] - gap - unit * k**2 / total_mass, 0.05, 3.0)
ea_kp = unit * k_kp**2 / total_mass

# Degeneracy at a laser-like density.
density_cm3 = 2e18


def reduced_fermi_level(mass):
    states = 2 * (mass * const.m_e * const.k * temperature
                  / (2 * np.pi * const.hbar**2))**1.5 * 1e-6

    def filling(eta):
        top = max(eta, 0) + 50
        val = quad(lambda x: np.sqrt(x) * expit(eta - x), 0, top, limit=200)[0]
        return 2 / np.sqrt(np.pi) * val - density_cm3 / states
    return brentq(filling, -15, 40)


eta_c, eta_h = reduced_fermi_level(mc), reduced_fermi_level(mh)
k_fermi = (3 * np.pi**2 * density_cm3 * 1e-21)**(1 / 3)
q = np.linspace(-k_fermi, k_fermi, 4001)  # electron k, opposite to split-off k
qa = 1 / ms - 1 / (2 * mh)
qb = q / mh
qc = -(q**2 / (2 * mh) + q**2 / mc + excess / unit)
k_final = (-qb + np.sqrt(qb**2 - 4 * qa * qc)) / (2 * qa)
hole_barrier = np.min(unit * (k_final - q)**2 / (2 * mh))

lattice_nm = 0.587   # rough typical value
gap_slope = -0.35e-3  # eV/K, rough typical value
hot = 360.0
hot_gap = gap + gap_slope * (hot - temperature)
light, heavy = 0.35, 0.70  # rough directional heavy-hole masses

print(f"Gap Eg = {gap:.3f} eV; splitting Delta = {split:.3f} eV")
print(f"Masses mc, mh, ms = {mc:.3f}, {mh:.3f}, {ms:.3f} m0")
print(f"Emission wavelength at the gap = {const.h*const.c/(gap*const.e)*1e9:.0f} nm")
print(f"hbar^2/(2 m0) = {unit:.5f} eV nm^2")
print(f"Eg - Delta = {excess:.3f} eV")
print(f"M = 2mh + mc = {total_mass:.3f} m0; M - ms = {total_mass-ms:.3f} m0")
print(f"r = M/ms - 1 = {total_mass/ms-1:.3f} (no unit)")
print(f"Activation energy, formula = {ea:.5f} eV")
print(f"Activation energy, formula = {ea*const.e*1e20:.3f} x 1e-20 J")
print(f"Activation energy, nine-component minimum = {ea_num:.5f} eV")
print(f"Lowest cost among random allowed triples = {lowest:.5f} eV")
print(f"Electron share of Ea = {ea*mc/total_mass*1e3:.2f} meV")
print(f"Share of each heavy hole = {ea*mh/total_mass*1e3:.2f} meV")
print(f"Split-off hole kinetic energy = {excess+ea:.4f} eV")
print(f"Split-off hole energy from valence top = {gap+ea:.4f} eV")
print(f"Split-off wavevector at threshold = {ks:.4f} 1/nm")
print(f"Each heavy-hole wavevector = {ks*mh/total_mass:.4f} 1/nm")
print(f"Electron wavevector, opposite = {ks*mc/total_mass:.4f} 1/nm")
print(f"Check case Eg = {small_gap:.2f} eV: numerical Ea = {ea_small_num:.5f} eV")
print(f"Temperature = {temperature:.0f} K; kT = {kt*1e3:.2f} meV")
print(f"Ea/kT = {ea/kt:.3f}; exp(-Ea/kT) = {np.exp(-ea/kt):.4f} (no unit)")
print(f"Mismatch density: sampling {density_mc:.4f}, integral {density_quad:.4f} 1/eV")
for power in (0, 1, 2):
    print(f"Arrhenius slope at 300 K, j={power}: {arrhenius_slope(temperature,power):.4f} eV")
print(f"k.p model: Kane energy = {kane_energy:.2f} eV; remote term = {remote:.3f}")
print(f"k.p threshold wavevector = {k_kp:.4f} 1/nm")
print(f"k.p activation energy = {ea_kp:.4f} eV; change = {(ea_kp/ea-1)*100:.1f} %")
print(f"Rough lattice constant = {lattice_nm:.3f} nm")
print(f"Parabolic threshold ks/(2 pi/a) = {ks*lattice_nm/(2*np.pi):.3f} (no unit)")
for mass in (light, heavy):
    print(f"Ea with mh = {mass:.2f} m0: {activation(gap,split,mc,mass,ms):.4f} eV")
print(f"Rough gap slope = {gap_slope*1e3:.2f} meV/K; gap at {hot:.0f} K = {hot_gap:.3f} eV")
print(f"Ea with the gap at {hot:.0f} K = {activation(hot_gap,split,mc,mh,ms):.4f} eV")
print(f"Electron and hole density = {density_cm3:.1e} cm^-3")
print(f"Fermi level inside conduction band / kT = {eta_c:.2f} (no unit)")
print(f"Fermi level inside heavy-hole band / kT = {eta_h:.2f} (no unit)")
print(f"Zero-temperature electron Fermi energy = {unit*k_fermi**2/mc:.4f} eV")
print(f"Hole-only barrier with filled electron sphere = {hole_barrier:.4f} eV")
print("finished without a failed check")
```

Output:

```
Gap Eg = 0.800 eV; splitting Delta = 0.350 eV
Masses mc, mh, ms = 0.045, 0.450, 0.150 m0
Emission wavelength at the gap = 1550 nm
hbar^2/(2 m0) = 0.03810 eV nm^2
Eg - Delta = 0.450 eV
M = 2mh + mc = 0.945 m0; M - ms = 0.795 m0
r = M/ms - 1 = 5.300 (no unit)
Activation energy, formula = 0.08491 eV
Activation energy, formula = 1.360 x 1e-20 J
Activation energy, nine-component minimum = 0.08491 eV
Lowest cost among random allowed triples = 0.08508 eV
Electron share of Ea = 4.04 meV
Share of each heavy hole = 40.43 meV
Split-off hole kinetic energy = 0.5349 eV
Split-off hole energy from valence top = 0.8849 eV
Split-off wavevector at threshold = 1.4512 1/nm
Each heavy-hole wavevector = 0.6910 1/nm
Electron wavevector, opposite = 0.0691 1/nm
Check case Eg = 0.30 eV: numerical Ea = 0.05000 eV
Temperature = 300 K; kT = 25.85 meV
Ea/kT = 3.284; exp(-Ea/kT) = 0.0375 (no unit)
Mismatch density: sampling 0.3527, integral 0.3560 1/eV
Arrhenius slope at 300 K, j=0: 0.0477 eV
Arrhenius slope at 300 K, j=1: 0.0740 eV
Arrhenius slope at 300 K, j=2: 0.1003 eV
k.p model: Kane energy = 18.89 eV; remote term = -1.190
k.p threshold wavevector = 1.2231 1/nm
k.p activation energy = 0.0603 eV; change = -29.0 %
Rough lattice constant = 0.587 nm
Parabolic threshold ks/(2 pi/a) = 0.136 (no unit)
Ea with mh = 0.35 m0: 0.1134 eV
Ea with mh = 0.70 m0: 0.0521 eV
Rough gap slope = -0.35 meV/K; gap at 360 K = 0.779 eV
Ea with the gap at 360 K = 0.0809 eV
Electron and hole density = 2.0e+18 cm^-3
Fermi level inside conduction band / kT = 4.80 (no unit)
Fermi level inside heavy-hole band / kT = -1.24 (no unit)
Zero-temperature electron Fermi energy = 0.1286 eV
Hole-only barrier with filled electron sphere = 0.0606 eV
finished without a failed check
```
